# Site conservation in implicit Euler integration of stiff surface kinetics

A clean surface with one site per lattice position is exposed to a gas for one second, and at the end the coverages account for 0.45 sites per position. Nothing in the chemistry removes sites. The loss comes from a time integrator that treats losses implicitly and gains explicitly. Implicit Euler, applied to the same equations with the same step, keeps the site sum at one to within $2.2\times10^{-16}$.

The setting concerned is the time integrator, with its step length and solver options, in the kinetics stage that turns computed barriers into coverages. The analysis below shows what this setting can guarantee about the site sum, and what a correct site sum leaves unproved.

## The equations being integrated

Atomic units are used in the algebra, with temperature $T$ written as an energy. Transition-state theory then gives each thermally activated step the rate constant

$$k=\frac{T}{2\pi}e^{-E/T},$$

where $E$ is the free-energy barrier and $2\pi$ is Planck's constant when $\hbar=1$.

The model has vacant sites, a molecule M that covers two sites, and fragments F and G that cover one each. Their numbers per lattice site are $x=(v,m,f,g)$. The steps are

- M(gas) + 2 vacant ⇌ M,
- M ⇌ 2 F,
- F ⇌ G.

In the mean-field approximation, which neglects correlations between neighbouring sites, the net rates are

$$r_1=k_av^2-k_dm,\quad r_2=k_{dis}m-k_{rec}f^2,\quad r_3=k_{FG}f-k_{GF}g.$$

Neighbour-counting factors are absorbed in the constants. Each net rate changes the species by a column of the stoichiometric matrix $S$:

$$\dot x=S\,r(x),\qquad S=\begin{pmatrix}-2&0&0\\1&-1&0\\0&2&-1\\0&0&1\end{pmatrix}.$$

A weighted sum $w^Tx$ is constant for any rates if $w^TS=0$. Column by column this reads $-2w_v+w_m=0$, $-w_m+2w_f=0$ and $-w_f+w_g=0$. With $w_v=1$ the solution is $w=(1,2,1,1)$, the number of sites each species occupies. The conserved quantity is thus $v+2m+f+g$. The plain species sum is $1-m$, and it changes as M comes and goes.

## What implicit Euler guarantees

Implicit Euler takes the state $x$ to the state $y$ that solves

$$y=x+hS\,r(y).$$

Multiply from the left by $w^T$:

$$w^Ty-w^Tx=h\,(w^TS)\,r(y)=0.$$

The step length and the size of the rates do not matter, and the rates may depend on time, as in a temperature ramp. In exact arithmetic the site sum is preserved exactly.

The converse needs one more condition. Suppose $w^Ty=w^Tx$ for all $x$ in an open set and all small $h$, on the solution branch with $y\to x$ as $h\to0$. Dividing the projected equation by $h$ gives $w^TS\,r(y)=0$, and the limit gives $w^TS\,r(x)=0$ throughout the set. If the rates are linearly independent functions, every coefficient in this combination vanishes and $w^TS=0$. Here they are independent: $v^2$ occurs only in $r_1$ and $f^2$ only in $r_2$, so the first two coefficients vanish, and then the third must. Without independence the converse fails. One step that creates a site and another that removes one, both at rate $kx$, conserve sites although $w^TS=(1,-1)$.

The guarantee concerns the matrix supplied, not the chemistry intended. If adsorption of M is entered as using one vacant site, then $w^TS=(1,0,0)$ and each step adds $h\,r_1(y)$ sites. In the example below this raises the sum to 1.42 after one second. Check $w^TS=0$ before integrating. Computing $v$ from the site sum instead of from its own equation makes the sum correct by construction, so it can no longer reveal such an error.

With several kinds of site, each kind has its own $w$, and the proof applies to each. If a growing film really creates sites, $w^TS\neq0$ is correct, and the sum should change by $h\,w^TS\,r(y)$.

## Newton iterations that stop early

The implicit equation is solved by iteration, so one must ask what an unfinished iteration does to the sites. Define the residual $F(y)=y-x-hS\,r(y)$ and let $R=\partial r/\partial y$. A Newton correction $d$ solves

$$(I-hSR)\,d=-F(y).$$

Project both sides with $w^T$. On the left, $w^T(I-hSR)=w^T$, because $w^TS=0$. On the right, the rate term drops out for the same reason. Therefore

$$w^Td=-w^T(y-x),\qquad w^T(y+d)=w^Tx.$$

One full correction restores the site sum, even from a guess with the wrong sum. The proof never used the correctness of $R$. For the site sum, old or approximate slopes serve equally well, provided that the matrix has the form $I-hSR$ and is invertible. They can still slow the convergence of the coverages or prevent it. If only a fraction $\lambda$ of the correction is applied, the site defect is multiplied by $1-\lambda$.

Keeping only the diagonal of the species Jacobian $SR$ destroys the form, since $w^T\mathrm{diag}(SR)$ is not zero in general. Starting from a clean surface with $h=0.01$ s and the guess $(0.9,0.1,0.2,0)$, the initial site defect is

$$0.9+2(0.1)+0.2-1=0.3.$$

In exact rational arithmetic, one full correction makes it zero, also with deliberately wrong slopes. Half a correction leaves 0.15, and the diagonal approximation gives 0.55.

A zero site defect does not mean convergence. The rates are quadratic, so

$$r(y+d)=r(y)+Rd+q,\qquad q=(k_ad_v^2,\,-k_{rec}d_f^2,\,0)^T.$$

Inserting this in $F(y+d)$ and using the Newton equation leaves $F(y+d)=-hSq$. This remainder has no site component, but it is not zero: its largest entry in the test is $9.0\times10^{-4}$. The stopping criterion should therefore examine the correction or the full residual, never the site sum alone.

## Positive coverages

Conservation alone permits a negative coverage balanced by an excess elsewhere. For this model one can prove that a nonnegative solution exists for every $h>0$.

Let $K$ be the set of states $z\ge0$ with $w^Tz=1$. It is convex, closed and bounded, since $z_i\le1/w_i$. Every loss term contains the species being lost. With $v,f\le1$,

$$(S\,r(z))_i\ge-Lz_i,$$

where $L$ is the largest of $2k_a$, $k_d+k_{dis}$, $2k_{rec}+k_{FG}$ and $k_{GF}$. For $x$ in $K$, define

$$\Phi(z)=z+\varepsilon\,[x-z+hS\,r(z)],\qquad \varepsilon=\frac{1}{1+hL}.$$

Then

$$\Phi_i(z)\ge[1-\varepsilon(1+hL)]z_i+\varepsilon x_i=\varepsilon x_i\ge0,$$

and $w^T\Phi(z)=1+\varepsilon(1-1)=1$. The continuous map $\Phi$ takes $K$ into itself, so by Brouwer's theorem it has a fixed point. There the bracket vanishes, which is the implicit Euler equation.

The theorem does not say that this solution is unique or that Newton's method finds it. If a negative coverage beyond rounding appears, repeat the step with a smaller $h$ or a better guess. Setting $x_i<0$ to zero adds $w_i|x_i|$ sites and breaks the conservation law.

## Why not a cheaper scheme?

Explicit Euler, $y=x+hS\,r(x)$, also conserves sites, by the same projection. So does every Runge–Kutta update $y=x+h\sum_ib_iS\,r(Y_i)$, whatever its stages $Y_i$. The reason for the implicit method is stability.

Consider the exchange F ⇌ G alone. Then $\dot f=-r_3$ and $\dot g=r_3$, so

$$\dot r_3=k_{FG}\dot f-k_{GF}\dot g=-\kappa r_3,\qquad \kappa=k_{FG}+k_{GF}.$$

One explicit step multiplies $r_3$ by $1-h\kappa$, which grows in magnitude when $h>2/\kappa$. One implicit step multiplies it by $1/(1+h\kappa)$, which decays for every $h>0$.

The scheme of the opening paragraph updates each species separately,

$$y_i=\frac{x_i+hP_i(x)}{1+h\Lambda_i(x)},$$

where $P_i$ is the gain and $\Lambda_ix_i$ the loss. It keeps coverages nonnegative, but a step's loss from one species and its gain in another are no longer evaluated consistently. Dissociation removes M. If slow recombination is neglected beside exchange, so that $\Lambda_f\approx k_{FG}$, the corresponding gain of F is

$$\frac{2hk_{dis}m}{1+hk_{FG}}\approx\frac{2k_{dis}}{k_{FG}}m\quad(hk_{FG}\gg1).$$

The proper gain, $2hk_{dis}m$, has been divided by about $hk_{FG}$. When exchange is fast, nearly all new fragments vanish from the account. Rescaling the sum to one afterwards would hide the loss without restoring the missing fragments. The error can have either sign. From $v=f=0.5$, one step of 0.01 s sets $g\approx(k_{FG}/k_{GF})f=1.36$ and raises the site sum to 1.86.

## A worked example

The parameters are round model values: $T=0.05$ eV, site area 10 Å$^2$, impingement flux 0.10 Å$^{-2}$ s$^{-1}$ and unit sticking on an empty pair. Hence $k_a=1\times0.10\times10=1.0$ s$^{-1}$. The prefactor is $1.209\times10^{13}$ s$^{-1}$. A desorption barrier of 1.45 eV gives

$$k_d=1.209\times10^{13}\,e^{-29}\ \mathrm{s^{-1}}=3.08\ \mathrm{s^{-1}}.$$

Likewise, barriers of 1.40 and 1.50 eV give $k_{dis}=8.36$ and $k_{rec}=1.13$ s$^{-1}$, while 0.40 and 0.45 eV give $k_{FG}=4.06\times10^9$ and $k_{GF}=1.49\times10^9$ s$^{-1}$. Thus $\kappa=5.55\times10^9$ s$^{-1}$, whereas the slowest relaxation rate at the state reached after 1 s is 1.2 s$^{-1}$.

Explicit Euler needs $h<2/\kappa=3.6\times10^{-10}$ s, or nearly three billion steps per second of exposure. At $h=10^{-9}$ s its factor is $-4.55$. Ten steps from $v=f=0.5$ produce a coverage of $-1.4\times10^6$, while the site sum is wrong by only $2.3\times10^{-10}$. An excellent site sum can accompany a meaningless result.

Implicit Euler with $h=0.01$ s needs 100 steps. From a clean surface it gives $v=0.4164$, $m=0.0189$, $f=0.1468$ and $g=0.3991$ at 1 s. The site sum is

$$0.4164+2(0.0189)+0.1468+0.3991=1.000$$

to the digits shown. The ratio $g/f=2.72$ equals $k_{FG}/k_{GF}=e^{0.05/0.05}$: the fast exchange is in equilibrium although its time scale is not resolved. The fragment density is $(0.1468+0.3991)/10=0.055$ Å$^{-2}$, or 0.015 bohr$^{-2}$.

The coverages are less accurate than the site sum. A Taylor expansion about the end of a step gives

$$x(t+h)=x(t)+h\dot x(t+h)-\tfrac12h^2\ddot x(t+h)+O(h^3).$$

Implicit Euler omits the last two terms. Over a fixed time there are $t/h$ steps, so for a smooth solution with stable error propagation the total error is proportional to $h$ at leading order. The omitted terms carry no sites, because all time derivatives of $w^Tx$ vanish. Compared with a high-order stiff integrator, the largest coverage error at 1 s is $1.95\times10^{-3}$ for $h=0.01$ s and $0.98\times10^{-3}$ for $h=0.005$ s. The ratio of 1.995 confirms first order.

This suggests a way to choose $h$. Run with $h$ and $h/2$; in the first-order regime, the difference estimates the error of the finer run. Judge it against the barriers as well: an error $\delta E$ in a barrier multiplies its rate constant by $e^{-\delta E/T}$, so 0.05 eV changes it here by a factor $e$. A very small time step cannot repair that uncertainty.

## Very long steps and the steady state

Very long steps are a route to the steady state, and there rounding matters. The column of $I-hSR$ belonging to G contains $-hk_{GF}$ in row F and $1+hk_{GF}$ in row G. Their sum should be 1. In double precision, with unit roundoff $u\approx1.1\times10^{-16}$, the entry $1+hk_{GF}$ is rounded, and the 1 disappears altogether when $hk_{GF}$ is large enough. The stored matrix therefore violates, in general, the relation $w^T(I-hSR)=w^T$ on which the Newton proof rests.

Losing the 1 changes this column sum by one at most, but the column belonging to F can do worse. It contains $-2hk_{rec}f$ in row M, $1+h(k_{FG}+4k_{rec}f)$ in row F and $-hk_{FG}$ in row G. Weighted with $w$, these also add up to 1. The large entries in rows F and G are rounded differently, because only one of them contains the slow terms, and each rounding error can be of order $uhk_{FG}$. This is the scale of the violation, set by the largest rate constant. It reaches one near

$$h\approx\frac{1}{(1.1\times10^{-16})(4.06\times10^9\ \mathrm{s^{-1}})}\approx2\times10^6\ \mathrm{s}.$$

The measured defects, each the largest over the columns, are $5.5\times10^{-9}$ at $h=0.01$ s, $4.7\times10^{-6}$ at 100 s and 56 at $10^8$ s. The estimate gives $4.5\times10^{-9}$, $4.5\times10^{-5}$ and 45. It is a scale, not a prediction of each value, since individual roundings can partly cancel or add; the digits also depend on the last bits of the inputs and on the order in which the matrix is assembled. Below this step length a single correction no longer restores the site sum exactly, but repeated corrections do. Starting from the state at 1 s, the iteration still converges at $h=10^6$ s and fails at $10^7$ s. Faster exchange lowers the critical step in proportion.

The remedy is to solve for the net number of events $\xi_j$ of each step per site, called its extent:

$$y=x+S\xi,\qquad \xi=h\,r(x+S\xi).$$

Substituting the second equation into the first recovers implicit Euler. Differentiating $\xi-h\,r(x+S\xi)$ with respect to $\xi$ gives the Newton equation

$$(I-hRS)\,\delta\xi=h\,r(x+S\xi)-\xi.$$

Now $w^Ty=w^Tx+w^TS\xi=w^Tx$ for any $\xi$, converged or not. Only the rounding in forming $x+S\xi$ remains. It is small here because the columns of $S$ are independent, so the extents stay bounded. If the steps form a catalytic cycle with steady turnover, the extents grow like $h\,r$. The coverages are then differences of large numbers and carry a rounding error of order $u|\xi|$, which limits the attainable tolerance. One step of $10^8$ s from the state at 1 s leaves a site error of $2.2\times10^{-16}$.

Its end point can be checked by hand. The columns of $S$ are independent, so a steady state, $S\,r=0$, requires all three net rates to vanish. With $K_1=k_a/k_d$, $K_2=k_{dis}/k_{rec}$ and $K_3=k_{FG}/k_{GF}$, the nonnegative solution has

$$m=K_1v^2,\qquad f=\sqrt{K_2m}=\sqrt{K_1K_2}\,v,\qquad g=K_3f.$$

Inserting these in $v+2m+f+g=1$ gives

$$2K_1v^2+\left[1+(1+K_3)\sqrt{K_1K_2}\right]v-1=0.$$

Here $K_1=0.325$, $K_2=7.39$ and $K_3=2.72$, so the bracket is 6.76 and

$$v=\frac{-6.76+\sqrt{6.76^2+8(0.325)}}{4(0.325)}\approx0.146.$$

The long step gives the same value, with $m=0.007$, $f=0.226$ and $g=0.614$. The other root of the quadratic is negative, $v\approx-10.5$, because the product of the roots is $-1/(2K_1)$. Since $r_2=0$ fixes only $f^2$, the choice $f=-\sqrt{K_1K_2}\,v$ gives two further steady states, from the same quadratic with the sign of the square root reversed. One of them lies close to the physical range: $v=-0.204$, $m=0.014$, $f=0.317$, $g=0.861$. Newton's method can converge to it from nonnegative starting states when the step is long. All these unphysical states satisfy the site sum, which is why the signs of the coverages must be checked after a long step.

The numerical output below lists the values at higher precision.

## Computed values

```
thermal energy: 0.050 eV
site area: 10.0 angstrom^2
impingement flux: 0.10 angstrom^-2 s^-1
sticking on an empty pair: 1.0
barrier, M desorption: 1.45 eV
barrier, M dissociation: 1.40 eV
barrier, F recombination: 1.50 eV
barrier, F to G: 0.40 eV
barrier, G to F: 0.45 eV
prefactor: 1.2090e+13 s^-1
rate constant, M adsorption: 1.0000e+00 s^-1
rate constant, M desorption: 3.0753e+00 s^-1
rate constant, M dissociation: 8.3595e+00 s^-1
rate constant, F recombination: 1.1313e+00 s^-1
rate constant, F to G: 4.0557e+09 s^-1
rate constant, G to F: 1.4920e+09 s^-1
site weights (vacant, M, F, G): [1, 2, 1, 1]
exact Newton test, site defect of guess: 0.300
  after one full correction: 0
  after one correction with wrong slopes: 0
  after half a correction: 0.150
  diagonal Jacobian: 0.54583
  equation residual after full correction: 8.996e-04
vacant at 1 s, h=0.01 s: 0.416407; reference: 0.414458
M at 1 s, h=0.01 s: 0.018862; reference: 0.018705
F at 1 s, h=0.01 s: 0.146807; reference: 0.147415
G at 1 s, h=0.01 s: 0.399062; reference: 0.400717
largest coverage error, h=0.01 s: 1.949e-03
largest coverage error, h=0.005 s: 9.771e-04
ratio of the two errors: 1.995
largest site-sum error, h=0.01 s: 2.2e-16
unweighted species sum at 1 s: 0.981138
slowest, fastest decay rate: 1.2254, 5.5477e+09 s^-1
site sum at 1 s, wrong adsorption count: 1.41815
site sum at 1 s, semi-implicit scheme: 0.44614
explicit Euler step: 1.0e-09 s, 10 steps
  fast-mode factor: -4.5477
  lowest coverage: -1.383e+06
  site-sum error: 2.3e-10
Newton-matrix site defect, h=1e-02 s: 5.53e-09
Newton-matrix site defect, h=1e+02 s: 4.70e-06
Newton-matrix site defect, h=1e+08 s: 5.58e+01
extent step: 1e+08 s, site error: 2.2e-16
steady vacant: 0.145806; analytic: 0.145806
steady M: 0.006913; analytic: 0.006913
steady F: 0.226010; analytic: 0.226010
steady G: 0.614358; analytic: 0.614358
F+G density at 1 s, h=0.01 s: 0.054587 angstrom^-2
same density: 0.015286 bohr^-2
```
